\section*{Kramers Transmission Factor When Damping Equals the Barrier Frequency}

\section*{Problem}

A local switching step beside a domain wall in ferroelectric hafnia is modelled by one coordinate $x$ of mass $m$ in the double well
\begin{equation}
V(x)=E_b\left(1-\frac{x^2}{a^2}\right)^2 ,
\end{equation}
with wells at $x=\pm a$ and the barrier top at $x=0$. The other atoms act as a heat bath:
\begin{equation}
m\ddot x=-V'(x)-m\gamma\dot x+R(t),\qquad
\langle R(t)R(t')\rangle=2m\gamma k_BT\,\delta(t-t').
\end{equation}
Here $\gamma$ is the decay rate of the velocity. The angular frequencies $\omega_b$ and $\omega_0$ are defined by $V''(0)=-m\omega_b^2$ and $V''(\pm a)=m\omega_0^2$. Assume $E_b\gg k_BT$, classical motion, and friction strong enough to keep the starting well in thermal equilibrium.

(a) Find the factor $\kappa$ by which friction multiplies the transition-state rate, and evaluate it for $\gamma=\omega_b$.

(b) Find the rate of the step for $E_b=1.00$ eV, $a=0.050$ nm, $m=64$ u (four oxygen atoms moving together), $T=300$ K and $\gamma=\omega_b$.

(c) Is the friction strong enough for the theory to apply?

\section*{Hints}

\begin{enumerate}
\item Transition-state theory counts every forward crossing of the barrier top as an escape. Compute that flux first.
\item Near the top, write the steady phase-space density as the equilibrium density times a function of one combination $u=v-\lambda x$.
\item For (c), compare $k_BT$ with the energy that friction would remove in one round trip of the well.
\end{enumerate}

\section*{Solution}

\subsection*{The transition-state rate}

Let $\theta=k_BT/m$, and let the particle start in the left well. The equilibrium density is $N\exp[-v^2/2\theta-V/k_BT]$. With the well replaced by its parabola, its population is
\begin{equation}
n=N\sqrt{2\pi\theta}\,\sqrt{\frac{2\pi\theta}{\omega_0^2}}=\frac{2\pi N\theta}{\omega_0}.
\end{equation}
The forward flux at the top is
\begin{equation}
J_{\rm TST}=Ne^{-E_b/k_BT}\int_0^\infty v\,e^{-v^2/2\theta}dv=N\theta\,e^{-E_b/k_BT},
\end{equation}
so that
\begin{equation}
k_{\rm TST}=\frac{J_{\rm TST}}{n}=\frac{\omega_0}{2\pi}e^{-E_b/k_BT}.
\end{equation}

\subsection*{The steady density near the top}

Probability drifts with velocity $v$ in $x$ and with acceleration $-V'/m-\gamma v$ in $v$. The noise adds a variance $2\gamma\theta\,dt$ to $v$ in time $dt$, which is diffusion with coefficient $\gamma\theta$. Near the top $-V'/m=\omega_b^2x$, and the steady Klein--Kramers equation is
\begin{equation}
0=-v\,\partial_x\rho-\omega_b^2x\,\partial_v\rho+\gamma\,\partial_v\left(v\rho+\theta\,\partial_v\rho\right).
\end{equation}
Put $\rho=f\chi$ with
\begin{equation}
f=Ne^{-E_b/k_BT}\exp\left[-\frac{v^2-\omega_b^2x^2}{2\theta}\right].
\end{equation}
Since $\partial_xf=(\omega_b^2x/\theta)f$ and $\partial_vf=-(v/\theta)f$, the drift terms acting on $f$ cancel. In the bath term $v\rho+\theta\,\partial_v\rho=\theta f\,\partial_v\chi$, whose $v$-derivative is $f(\theta\,\partial_v^2\chi-v\,\partial_v\chi)$. Division by $f$ leaves
\begin{equation}
-v\,\partial_x\chi-(\omega_b^2x+\gamma v)\,\partial_v\chi+\gamma\theta\,\partial_v^2\chi=0 .
\end{equation}
Now let $\chi=\chi(u)$ with $u=v-\lambda x$, so $\partial_x\chi=-\lambda\chi'$ and $\partial_v\chi=\chi'$:
\begin{equation}
\left[(\lambda-\gamma)v-\omega_b^2x\right]\chi'+\gamma\theta\chi''=0 .
\end{equation}
This is an equation in $u$ alone if the bracket equals $(\lambda-\gamma)(v-\lambda x)$, which requires $\lambda(\lambda-\gamma)=\omega_b^2$. With $\mu=\lambda-\gamma$,
\begin{equation}
\mu^2+\gamma\mu-\omega_b^2=0,\qquad \mu u\,\chi'+\gamma\theta\,\chi''=0 .
\end{equation}
The second equation gives $\chi'\propto\exp(-\mu u^2/2\gamma\theta)$. A bounded $\chi$ needs the positive root
\begin{equation}
\mu=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac{\gamma}{2}.
\end{equation}
It is also the growth rate of noise-free motion away from the top: inserting $x\propto e^{\mu t}$ into $\ddot x+\gamma\dot x-\omega_b^2x=0$ gives the same quadratic.

Far to the left $u\to+\infty$, and the density must be the equilibrium one, $\chi\to1$. Far to the right $u\to-\infty$, and $\chi\to0$ because nothing has yet returned from the other well. Hence $\int\chi'du=1$ and
\begin{equation}
\chi'(u)=\sqrt{\frac{\mu}{2\pi\gamma\theta}}\;e^{-\mu u^2/2\gamma\theta}.
\end{equation}

\subsection*{The flux and the factor}

At $x=0$ we have $u=v$. Use $v\,e^{-v^2/2\theta}=-\theta\,\frac{d}{dv}e^{-v^2/2\theta}$ and integrate by parts; the boundary terms vanish:
\begin{align}
J&=Ne^{-E_b/k_BT}\int_{-\infty}^{\infty}v\,e^{-v^2/2\theta}\chi(v)\,dv\\
&=N\theta e^{-E_b/k_BT}\sqrt{\frac{\mu}{2\pi\gamma\theta}}\int_{-\infty}^{\infty}\exp\left[-\frac{v^2}{2\theta}\,\frac{\gamma+\mu}{\gamma}\right]dv\\
&=J_{\rm TST}\sqrt{\frac{\mu}{\mu+\gamma}} .
\end{align}
The quadratic says $\mu+\gamma=\omega_b^2/\mu$, so the root equals $\mu/\omega_b$. The well population is still $n$, and therefore
\begin{equation}
\kappa=\frac{k}{k_{\rm TST}}=\frac{\mu}{\omega_b}=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}.
\label{kappa}
\end{equation}
For $\gamma=\omega_b$,
\begin{equation}
\kappa=\sqrt{\frac54}-\frac12=\frac{\sqrt5-1}{2}=0.618 .
\end{equation}
Recrossing removes 38 per cent of the transition-state rate. The value depends on the conventions: $\gamma$ multiplies the velocity without a factor of two, and $\omega_b$ is an angular frequency.

For $\gamma\gg\omega_b$ the square root is approximately $\gamma/2\omega_b+\omega_b/\gamma$, which gives the overdamped law $\kappa\approx\omega_b/\gamma$. At $\gamma=5\omega_b$ this law gives 0.200, against 0.193 from (\ref{kappa}). At $\gamma=\omega_b$ it gives 1 and misses the reduction altogether.

\subsection*{The numbers}

Differentiating the potential twice gives $V''=(E_b/a^2)(12x^2/a^2-4)$. Hence
\begin{equation}
\omega_b=\sqrt{\frac{4E_b}{ma^2}}=4.91\times10^{13}\ {\rm s^{-1}},\qquad
\omega_0=\sqrt2\,\omega_b=6.95\times10^{13}\ {\rm s^{-1}} .
\end{equation}
With $k_BT=0.02585$ eV, $E_b/k_BT=38.68$ and the Boltzmann factor is $1.588\times10^{-17}$. Then
\begin{align}
k_{\rm TST}&=\frac{6.946\times10^{13}}{2\pi}\times1.588\times10^{-17}=1.755\times10^{-4}\ {\rm s^{-1}},\\
k&=0.618\,k_{\rm TST}=1.08\times10^{-4}\ {\rm s^{-1}} .
\end{align}
The mean wait $1/k$ rises from $5.70\times10^3$ s to $9.22\times10^3$ s, or 2.6 h. At zero field the backward step has the same rate, so this is a hopping time and not the retention time of a capacitor.

\subsection*{Is the friction strong enough?}

On a frictionless orbit at barrier energy, weak friction would remove $\oint m\gamma v\,dx=\gamma S$ per round trip, where $S=\oint mv\,dx$. With $q=|x|/a$, $E_b-V=E_bq^2(2-q^2)$, and the orbit runs between $q=0$ and $q=\sqrt2$:
\begin{equation}
S=2a\sqrt{2mE_b}\int_0^{\sqrt2}q\sqrt{2-q^2}\,dq
=2a\sqrt{2mE_b}\;\frac{2\sqrt2}{3}=\frac{16E_b}{3\omega_b}.
\end{equation}
The integral follows from $w=2-q^2$, and the last step uses $a\sqrt m=2\sqrt{E_b}/\omega_b$. The well stays in equilibrium if $\gamma S\gg k_BT$. Here $\gamma S/k_BT=206$, so the condition holds. Since $\gamma S$ exceeds $E_b$, it is not a literal energy loss; it shows that the orbit is damped out within one trip. The two energies become equal at $\gamma=0.005\,\omega_b$. There energy supply controls the rate, and $k/k_{\rm TST}$ is about 0.3 instead of 1. The shortfall begins at much stronger friction: at $\gamma=0.05\,\omega_b$, where $\gamma S/k_BT=10$, the rate already lies about 5 per cent below (\ref{kappa}). The limit $\kappa\to1$ of (\ref{kappa}) must therefore not be used.

\subsection*{What the model leaves out}

\textit{Finite barrier.} The slowest decay rate of the full double well is $2k$, because steps in both directions reduce the population difference. I computed it for $\gamma=\omega_b$ by diagonalizing the Klein--Kramers operator in Hermite functions, and divided $k$ by the transition-state rate with the well population integrated numerically. The ratio is 0.615 at $E_b=8k_BT$ and 0.616 at $14k_BT$, within half a per cent of 0.618. In the example the anharmonic well population lowers $k_{\rm TST}$ by another 0.5 per cent.

\textit{Quantum motion.} Without friction, averaging the transmission $1/(1+e^{-2\pi E/\hbar\omega_b})$ of a parabolic barrier over thermal energies multiplies the rate by $(u_b/2)/\sin(u_b/2)$, with $u_b=\hbar\omega_b/k_BT=1.25$. Replacing the classical well population by the sum over harmonic levels gives a factor $\sinh(u_0/2)/(u_0/2)$, with $u_0=\hbar\omega_0/k_BT=1.77$. The factors are 1.068 and 1.135, together 1.21. This undamped estimate offsets part of the friction correction.

\textit{Real hafnia.} The barrier, path length and mass are rough values, and $\gamma=\omega_b$ is set by the exercise. It means a velocity decay time of 20 fs, which is short: optical vibrations in oxides live roughly a picosecond. If that damping also held at the barrier top, $\gamma/\omega_b$ would be about 0.02 and $\kappa$ about 0.99, while $\gamma S/k_BT$ would be only about 4, at the edge of the theory. This $\kappa$ counts recrossing alone; the slow exchange of energy with the bath would then bring $k/k_{\rm TST}$ for the full double well down to about 0.72.

The exponent matters more. The factor 0.618 is equivalent to raising the barrier by $k_BT\ln(1/0.618)=0.012$ eV, whereas an error of 0.05 eV in $E_b$ changes the rate by a factor of about 7. Heating to 358 K, with $E_b$, $\gamma$ and the frequencies held fixed, multiplies it by about 530. A field $\mathcal E$ adds $-P\Omega\mathcal E\,x/a$ to the energy. For $P=50\ \mu{\rm C/cm^2}$, a switched volume $\Omega=0.13\ {\rm nm^3}$ and $\mathcal E=1$ MV/cm, a quarter of a rough breakdown field of 4 MV/cm, the barrier falls to 0.960 eV. The forward rate rises 4.7 times, while $\kappa$ stays at 0.618. The mean wait is still about $2\times10^3$ s, and the model barrier vanishes only near 38 MV/cm, whereas real hafnia films switch at coercive fields of roughly 1 to 2 MV/cm; these parameters therefore do not reproduce field-driven switching. A real capacitor switches through many such steps and through nucleation of new domains, which this single coordinate does not describe.

\section*{Variation 1: other friction strengths}

\textit{Find $\kappa$ for $\gamma=2\omega_b$, and the friction that halves the transition-state rate.}

Equation (\ref{kappa}) gives $\kappa=\sqrt2-1=0.414$. For the second part, divide $\mu^2+\gamma\mu-\omega_b^2=0$ by $\omega_b^2$ and solve for the friction:
\begin{equation}
\kappa^2+\frac{\gamma}{\omega_b}\kappa-1=0\quad\Rightarrow\quad
\frac{\gamma}{\omega_b}=\frac1\kappa-\kappa .
\end{equation}
For $\kappa=\frac12$ this is $\gamma=1.5\,\omega_b$.

\section*{Variation 2: friction with a memory}

\textit{The friction force per mass is $-\int_0^t(\gamma/\tau)e^{-(t-s)/\tau}\dot x(s)\,ds$, with noise matched to the same temperature. Find $\kappa$ for $\gamma=\omega_b$ and $\tau=20$ fs.}

Start trajectories at $x=0$ with thermal velocities $v_0$. Then $x(t)=v_0G(t)+\eta(t)$, where $\eta$ is Gaussian noise of variance $\sigma^2$, independent of $v_0$. The factor $\kappa$ is the flux that ends on the far side, with $v_0$ counted with its sign, divided by the forward flux. Let $r$ be the correlation coefficient of $v_0$ and $x(t)$, and $\sigma_x^2$ the variance of $x(t)$. For Gaussian variables the mean of $v_0$ at given $x$ is $r\sqrt\theta\,x/\sigma_x$. Integrating this over $x>0$ with the density of $x$ gives $r\sqrt{\theta/2\pi}$, while the forward flux $\int_0^\infty v_0\,p(v_0)\,dv_0$ is $\sqrt{\theta/2\pi}$. Hence $\kappa=r$ at late times:
\begin{equation}
\kappa=\frac{\sqrt\theta\,G}{\sqrt{\theta G^2+\sigma^2}} .
\end{equation}
To find $\sigma^2$, consider first a stable well of frequency $\Omega$. A start at $x_0$ contributes $x_0C(t)$ with $C=1-\Omega^2\int_0^tG\,ds$, since the displacement from $x_0$ responds to the constant force $-\Omega^2x_0$ per mass. The equilibrium variance $\theta/\Omega^2$ must persist:
\begin{equation}
\frac{\theta}{\Omega^2}=C^2\frac{\theta}{\Omega^2}+\theta G^2+\sigma^2 .
\end{equation}
This identity is analytic in $\Omega^2$, so it may be continued to $\Omega^2=-\omega_b^2$, giving $\theta G^2+\sigma^2=\theta(C^2-1)/\omega_b^2$. At late times $G\propto e^{\mu t}$ and $C\approx\omega_b^2G/\mu$. The sum is then $\theta\omega_b^2G^2/\mu^2$, and again $\kappa=\mu/\omega_b$.

For motion growing as $e^{\mu t}$, the memory integral at late times replaces $\gamma$ by $\gamma/(1+\mu\tau)$:
\begin{equation}
\kappa^2+\frac{\gamma}{\omega_b}\,\frac{\kappa}{1+\kappa\,\omega_b\tau}=1 .
\end{equation}
With $\omega_b\tau=0.98$ the numerical root is $\kappa=0.753$. The bath responds too slowly to exert its full friction during the crossing, so the value 0.618 requires $\omega_b\tau\ll1$.
